# The critical dipole for binding an electron: point and finite dipoles

## Definitions and conventions

Hartree atomic units are used, so the electron has mass 1 and charge $-1$. It moves in the field of a dipole of moment $p>0$ that is fixed in position and direction. No other force acts. Two models are treated.

- The point dipole has $V=-p\cos\theta/r^2$, with $\theta$ measured from the direction of the dipole, which runs from the negative to the positive charge.
- The finite dipole has charges $+q$ and $-q$ at distance $R$, so that $p=qR$. With $r_+$ and $r_-$ the distances of the electron from them, $V=-q/r_++q/r_-$.

A bound state here means a normalizable state of negative energy. Both models are studied through the energy form

$$
\langle H\rangle=\int d^3r\left[\tfrac12|\nabla\psi|^2+V|\psi|^2\right].
$$

If this is never negative, there is no bound state. For the point dipole the form is first taken on smooth functions that vanish near the origin and far away, and, as long as the form is never negative, the Hamiltonian is the one which it defines. This excludes an additional attraction concentrated at $r=0$.

Let $\lambda(p)$ be the lowest eigenvalue of the angular operator $L^2-2p\cos\theta$. The claim is that the critical dipole $p_c$ of both models is fixed by

$$
\lambda(p_c)=-\tfrac14,\qquad p_c=0.6393\ e a_0=1.625\ \mathrm{D}.
$$

For $p\le p_c$ neither model binds. For $p>p_c$ the finite dipole has infinitely many bound states. The point dipole then has no lowest energy, and its levels are not defined until a condition at short range is added; with a hard core it also has infinitely many.

## The angular eigenvalue

The condition defines one value $p_c$. The trial function $1+a\cos\theta$ has the squared norm $1+a^2/3$, the mean $2a^2/3$ of $L^2$, and the mean $2a/3$ of $\cos\theta$, each averaged over the sphere. Hence

$$
\lambda(p)\le\frac{2a^2-4pa}{3+a^2}.
$$

This is negative for $0<a<2p$, so $\lambda(p)<0=\lambda(0)$ for every $p>0$. With $a=1$ it gives $\lambda\le\frac12-p$, so $\lambda$ falls without limit. As a minimum of functions linear in $p$, $\lambda$ is concave: its slope never increases. Since it drops below zero at once, it decreases strictly for $p>0$ and passes $-\frac14$ once.

## The energy form of the point dipole

In spherical coordinates $d^3r=r^2dr\,d\Omega$, and the factor $r^2$ cancels the $1/r^2$ of both the potential and the angular kinetic energy:

$$
\langle H\rangle=\tfrac12\int dr\,d\Omega\left[r^2|\partial_r\psi|^2+|\nabla_\Omega\psi|^2-2p\cos\theta|\psi|^2\right].
$$

At each $r$ the last two terms, integrated over angles, are at least $\lambda\int d\Omega|\psi|^2$. Therefore

$$
\langle H\rangle\ge\tfrac12\int d\Omega\int_0^\infty dr\left[r^2|\partial_r\psi|^2+\lambda|\psi|^2\right].
$$

## The energy form of the finite dipole

Introduce

$$
\xi=\frac{r_++r_-}{R}\ge1,\qquad \eta=\frac{r_+-r_-}{R},\qquad -1\le\eta\le1,
$$

and the azimuth $\varphi$. Then $r_+r_-=R^2(\xi^2-\eta^2)/4$, and

$$
V=\frac{q(r_+-r_-)}{r_+r_-}=\frac{4q\eta}{R(\xi^2-\eta^2)}.
$$

With the origin midway between the charges and $+q$ at $z=R/2$, one has $z=-\frac R2\xi\eta$ and $\rho=\frac R2\sqrt{(\xi^2-1)(1-\eta^2)}$ for the distance from the axis. Differentiating, one finds orthogonal coordinates with

$$
h_\xi^2=\frac{R^2}{4}\frac{\xi^2-\eta^2}{\xi^2-1},\qquad
h_\eta^2=\frac{R^2}{4}\frac{\xi^2-\eta^2}{1-\eta^2},\qquad h_\varphi=\rho.
$$

The volume element is $h_\xi h_\eta h_\varphi=\frac{R^3}{8}(\xi^2-\eta^2)$. Its product with $1/(2h_\xi^2)$ is $\frac R4(\xi^2-1)$, with $1/(2h_\eta^2)$ it is $\frac R4(1-\eta^2)$, and with $V$ it is $\frac12qR^2\eta=\frac R4\,2p\eta$. The azimuthal term has the factor

$$
\frac R4\,\frac{\xi^2-\eta^2}{(\xi^2-1)(1-\eta^2)}
=\frac R4\left[\frac1{\xi^2-1}+\frac1{1-\eta^2}\right].
$$

Collecting these,

$$
\langle H\rangle=\frac R4\int d\xi\,d\eta\,d\varphi\Big[(\xi^2-1)|\partial_\xi\psi|^2+\frac{|\partial_\varphi\psi|^2}{\xi^2-1}
+(1-\eta^2)|\partial_\eta\psi|^2+\frac{|\partial_\varphi\psi|^2}{1-\eta^2}+2p\eta|\psi|^2\Big].
$$

Put $\eta=-\cos\vartheta$. The last three terms become $|\nabla_\Omega\psi|^2-2p\cos\vartheta|\psi|^2$ on a unit sphere, the same angular form as before. The second term is not negative and may be dropped in a lower bound:

$$
\langle H\rangle\ge\frac R4\int d\eta\,d\varphi\int_1^\infty d\xi\left[(\xi^2-1)|\partial_\xi\psi|^2+\lambda|\psi|^2\right].
$$

The two models thus share $\lambda(p)$. In the finite dipole it belongs to every spheroid of constant $\xi$, and far away these spheroids become spheres. Scaling shows separately that $R$ cannot affect the threshold. With lengths in units of $R$, kinetic energy carries $1/R^2$, and the potential carries $q/R=p/R^2$. So every level is $E=f(p)/R^2$, and its sign depends on $p$ alone.

## No binding up to the critical dipole

Let $w(s)$ be continuous on $s\ge0$, smooth for $s>0$, and vanish at large $s$. (At $s=0$ a behaviour such as $\sqrt s$ is allowed; it occurs in the finite dipole when $\psi$ depends on $\varphi$, because $\rho\propto\sqrt{\xi-1}$ near $\xi=1$.) Integration by parts, with $s|w|^2=0$ at both ends, and then the Schwarz inequality give

$$
\int_0^\infty|w|^2ds=-\int_0^\infty s\frac{d|w|^2}{ds}ds\le2\int_0^\infty|w|\,s|w'|ds
\le2\left(\int_0^\infty|w|^2ds\right)^{1/2}\left(\int_0^\infty s^2|w'|^2ds\right)^{1/2}.
$$

Dividing by the first root and squaring,

$$
\int_0^\infty s^2|w'|^2ds\ge\frac14\int_0^\infty|w|^2ds .
$$

For the point dipole take $s=r$. For the finite one take $s=\xi-1$ and use $\xi^2-1=(\xi-1)(\xi+1)\ge(\xi-1)^2$. In both cases $\langle H\rangle$ is at least a positive factor times $(\frac14+\lambda)\int|\psi|^2$, over the coordinates shown. This is not negative when $\lambda\ge-\frac14$, that is, when $p\le p_c$. The threshold itself is included.

The number $\frac14$ is the cost of confinement. An attraction falling as $1/r^2$ scales in the same way as kinetic energy, so no choice of size helps the electron; only the strength decides.

## Infinitely many states above it

For $p>p_c$ write $\lambda=-\frac14-\tau^2$ with $\tau>0$. Let $\chi(\eta)$ be the real, normalized angular function belonging to $\lambda$. It does not depend on $\varphi$, since such a dependence would only add energy. For $\psi=w(\xi)\chi(\eta)$ the form of the finite dipole is

$$
\langle H\rangle=\frac R4\int_1^\infty\left[(\xi^2-1)w'^2+\lambda w^2\right]d\xi
\le\frac R4\int_1^\infty\left[\xi^2w'^2+\lambda w^2\right]d\xi .
$$

Choose $w=\xi^{-1/2}g(t)$ with $t=\ln\xi$. Then $\xi w'=\xi^{-1/2}(g'-\frac12g)$ and $d\xi=\xi\,dt$. Let $g$ vanish outside an interval and at its ends. The cross term $-gg'=-\frac12(g^2)'$ integrates to zero, which leaves

$$
\langle H\rangle\le\frac R4\int\left[g'^2+\tfrac14g^2-\left(\tfrac14+\tau^2\right)g^2\right]dt=\frac R4\int\left[g'^2-\tau^2g^2\right]dt .
$$

A half sine $g=\sin[\pi(t-t_0)/\ell]$ on an interval of length $\ell$ gives $\frac R4\cdot\frac\ell2(\pi^2/\ell^2-\tau^2)$, which is negative if $\ell>\pi/\tau$. On the unbounded $t$ axis any number $N$ of such intervals fit side by side. Their functions do not overlap, so neither the norm nor the energy has cross terms, and every combination has negative energy. By the min-max principle there are at least $N$ eigenvalues below zero, provided the negative spectrum is discrete and bounded below. It is discrete because $V\to0$ at large distance, and it is bounded by $-q^2/2$, the lowest energy in the attraction of $+q$ alone. As $N$ is arbitrary, there are infinitely many levels.

For the point dipole replace $\xi$ by $r$. A hard core of radius $r_0$ bounds the energy by $-p/r_0^2$, and the shells are laid outside it. Without a core, shrinking a trial function of negative energy by a factor $b$ multiplies its energy by $b^2$, so no lowest level exists. The finite dipole shows the same collapse as $R\to0$ at fixed $p>p_c$, because $E=f(p)/R^2$.

## The value of the critical dipole

Expand $\chi$ in normalized Legendre functions. Their recurrence relation shows that $\cos\theta$ couples $l$ to $l+1$ with the element

$$
b_l=\frac{l+1}{\sqrt{(2l+1)(2l+3)}},\qquad b_0^2=\tfrac13,\quad b_1^2=\tfrac4{15}.
$$

Since $l(l+1)+\frac14=(l+\frac12)^2$, the condition $\lambda=-\frac14$ says that the matrix with diagonal $(l+\frac12)^2$ and off-diagonal elements $-2pb_l$ has lowest eigenvalue zero. With $D=2p$, two functions give

$$
\frac14\cdot\frac94-\frac{D^2}{3}=0,\qquad p=\frac{3\sqrt3}{8}=0.6495 .
$$

Three functions give

$$
\frac14\left(\frac94\cdot\frac{25}4-\frac{4D^2}{15}\right)-\frac{D^2}{3}\cdot\frac{25}4=0 .
$$

The terms in $D^2$ add up to $\frac1{15}+\frac{25}{12}=\frac{43}{20}$, so $D^2=\frac{225}{64}\cdot\frac{20}{43}=1.6352$ and $p=0.63937$. A restricted basis puts $\lambda$ too high, so these values are upper bounds on $p_c$. Four functions give 0.639315, and a numerical diagonalization with forty gives

$$
p_c=0.639315\ e a_0=1.625\ \mathrm{D}.
$$

## The spacing of the levels

For $E=-\kappa^2/2$ set $c=\kappa R/2$. Subtracting $E\int|\psi|^2d^3r$ from $\langle H\rangle$ adds $c^2(\xi^2-\eta^2)|\psi|^2$ inside the bracket of the finite dipole's form. Making the result stationary for $\psi=X(\xi)N(\eta)$ gives

$$
-\left[(1-\eta^2)N'\right]'+(2p\eta-c^2\eta^2)N=AN,\qquad
\left[(\xi^2-1)X'\right]'=(c^2\xi^2+A)X .
$$

For levels close to zero $c\ll1$, and $A$ differs from $\lambda$ by order $c^2$. The radial equation is then solved in two overlapping regions.

**Inner region, $\xi\ll1/c$.** Here $[(\xi^2-1)X']'=\lambda X$. This is Legendre's equation with $\nu(\nu+1)=\lambda$ and $\nu=-\frac12+i\tau$, and the solution regular at $\xi=1$ is $P_\nu(\xi)$. Laplace's integral is

$$
P_\nu(\xi)=\frac1\pi\int_0^\pi\left(\xi+\sqrt{\xi^2-1}\cos\alpha\right)^\nu d\alpha .
$$

For $\mathrm{Re}\,\nu>-\frac12$ and large $\xi$ it gives $a(\nu)(2\xi)^\nu$ with $a(\nu)=\Gamma(\nu+\frac12)/[\sqrt\pi\,\Gamma(\nu+1)]$. The equation is unchanged under $\nu\to-1-\nu$, so the other power has the coefficient $a(-1-\nu)$. Continued to $\nu=-\frac12+i\tau$, the two terms are complex conjugates. Write $\delta=\arg\Gamma(1+i\tau)$ and $\beta=\arg\Gamma(\frac12+i\tau)$, both continuous and zero at $\tau=0$. Because $\Gamma(1+i\tau)=i\tau\,\Gamma(i\tau)$, $\arg\Gamma(i\tau)=\delta-\pi/2$, and

$$
X\propto\xi^{-1/2}\sin\left[\tau\ln(2\xi)+\delta-\beta\right].
$$

**Outer region, $\xi\gg1$.** Here $(\xi^2X')'=(c^2\xi^2+\lambda)X$. Inserting $X=\xi^{-1/2}F(x)$ with $x=c\xi$ gives $x^2F''+xF'=(x^2-\tau^2)F$. The decaying solution is the modified Bessel function $K_{i\tau}(x)$. At small $x$ it is the real part of $\Gamma(i\tau)(x/2)^{-i\tau}$, so

$$
X\propto\xi^{-1/2}\sin\left[\tau\ln(c\xi/2)-\delta\right].
$$

The two sines agree up to a factor if their arguments differ by $n\pi$: $\tau\ln(2\xi)+\delta-\beta=\tau\ln(c\xi/2)-\delta+n\pi$. Here $\xi$ drops out, and $\kappa=2c/R$ gives

$$
\kappa_n=\frac8R\exp\left[\frac{2\delta-\beta-n\pi}{\tau}\right],\qquad
\frac{E_{n+1}}{E_n}\to e^{-2\pi/\tau}.
$$

Between the inner and outer ends the phase passes $n-1$ multiples of $\pi$, so $n=1$ is the nodeless ground state. The formula is asymptotic, for $\kappa R\ll1$.

For the point dipole with a hard core the outer solution must vanish at $r_0$. At small $\kappa r_0$ this means $\tau\ln(\kappa r_0/2)-\delta=-n\pi$, or $\kappa_n=(2/r_0)\exp[(\delta-n\pi)/\tau]$. The cutoff shifts the whole series but leaves the limiting ratio alone.

## Just above threshold

The slope of $\lambda$ is the mean of $-2\cos\theta$. At $p_c$ the diagonalization gives $\langle\cos\theta\rangle=0.3617$, hence $\tau^2\approx0.723\,(p-p_c)$. For small $\tau$, $\delta\approx-\gamma\tau$ and $\beta\approx-(\gamma+2\ln2)\tau$, with $\gamma$ Euler's constant. Then $(2\delta-\beta)/\tau\to2\ln2-\gamma$, and

$$
R^2|E_1|\to\tfrac12\left(32e^{-\gamma}\right)^2e^{-2\pi/\tau}=161.4\,e^{-2\pi/\tau}.
$$

The binding vanishes faster than any power of $p-p_c$. The full matching formula gives these ground-state energies:

| $p$ ($e a_0$) | $\tau$ | $R^2\lvert E_1\rvert$ (hartree $a_0^2$) |
|---|---|---|
| 0.65 | 0.0882 | $1.8\times10^{-29}$ |
| 0.70 | 0.2130 | $2.1\times10^{-11}$ |
| 0.80 | 0.3553 | $2.3\times10^{-6}$ |
| 1.00 | 0.5543 | $1.0\times10^{-3}$ |

At $p=0.65$ the decay length $1/\kappa_1$ is about $1.7\times10^{14}R$. A search for the threshold by computing bound states in a box with hard walls, or variationally in a limited basis, would therefore put it too high.

## A worked dipole

Take $q=1$ and $R=2\,a_0$, so $p=2\,e a_0$. The next angular eigenvalues reach $-\frac14$ at 3.792 (one unit of angular momentum about the axis) and at 7.547 (none), so there is a single series here. Diagonalization gives $\lambda=-1.7049$, hence

$$
\tau=\sqrt{1.7049-0.25}=1.2062,\qquad \frac\pi\tau=2.605,\qquad e^{-2\pi/\tau}=0.005466 .
$$

Each new level should be about 183 times weaker and 13.5 times larger than the last. The separated equations were also solved at finite $c$, with Legendre functions in $\eta$ and finite differences in $\operatorname{arcosh}\xi$. The energies in hartree are:

| $n$ | numerical | matching formula |
|---|---|---|
| 1 | $-8.813\times10^{-2}$ | $-8.660\times10^{-2}$ |
| 2 | $-4.735\times10^{-4}$ | $-4.734\times10^{-4}$ |
| 3 | $-2.588\times10^{-6}$ | $-2.588\times10^{-6}$ |
| 4 | $-1.414\times10^{-8}$ | $-1.414\times10^{-8}$ |

Relative to the numerical value, the formula errs by 1.7% for the ground state and by 0.02% for the next. The terms neglected in the equations are of order $c^2=|E|R^2/2$, which is 0.18 for the first level and 0.00095 for the second. The relative error is not simply proportional to $c^2$: it is about $0.10c^2$, $0.22c^2$ and $0.33c^2$ for the first three levels, the factor growing linearly with $\ln(1/c)$. The successive numerical ratios are 0.005372, 0.005465 and 0.005466. A variational calculation in Gaussian functions, which does not separate the variables, gives $-8.813\times10^{-2}$ and $-4.7345\times10^{-4}$ for the lowest two.

The decay length $1/\sqrt{2|E|}$ grows from 2.4 $a_0$ for the first level to about 5900 $a_0$ for the fourth. A point dipole of the same $p$ with $r_0=1\,a_0$, solved numerically in eight coupled angular functions, has $E_1=-7.06\times10^{-3}$ and $E_2=-3.85\times10^{-5}$ hartree. These energies differ from those above, but their ratio, 0.00545, is already near the common limit.

## Where the result ceases to hold

Additional short-range attraction can bind an electron below $p_c$. Short-range repulsion of finite extent cannot remove the infinite series above it, since the shells can be placed outside its range.

The infinite number does need the dipole field to reach without limit. If it is cut off at a distance $r_{\max}\gg R$, the number of shells that fit is roughly $(\tau/\pi)\ln(r_{\max}/R)$, which is finite and may be less than one close to threshold. This counts trial shells, not levels. With the field cut off on the spheroid $\xi=2r_{\max}/R$, the number of bound states was found within one of this estimate in the cases computed. For $p=2$ there are two at $r_{\max}=100R$ (estimate 1.8) and still one at $r_{\max}=3R$ (estimate 0.4), while for $p=0.7$ and $r_{\max}=10^3R$ (estimate 0.5) there is none. The dipole must also keep its direction. A molecule that can rotate exchanges energy and angular momentum with the electron, and the fixed angular operator used here no longer describes its weakest states.
